# Why Reweighted Energy Minimization Fails on a Fixed Sample

Take 100 particles in a harmonic trap, with a trial function containing one parameter $a$. Draw 1000 configurations at $a=0.7$, keep them, and minimize the energy by reweighting them as $a$ changes. The exact ground state is at $a=1$, with energy $150\,\hbar\omega$. The sampled energy passes through $150.0$ there without stopping, and at $a=2$ it has fallen to $48.1\,\hbar\omega$. The true energy of that trial function is $187.5\,\hbar\omega$. The minimization has left the best wave function and is being rewarded for making it worse.

The variational principle has not failed. It applies to an integral, and the minimized quantity is a finite sum. The model behind these numbers can be solved far enough to show where the bound is lost, and why the variance behaves differently.

## The sampled energy

For a real trial function $\psi_a$, define the local energy $E_L(R;a)=(H\psi_a)(R)/\psi_a(R)$. The energy is

$$E(a)=\frac{\int\psi_a^2E_L\,dR}{\int\psi_a^2\,dR}
=\frac{\int\psi_{a_0}^2\,w\,E_L\,dR}{\int\psi_{a_0}^2\,w\,dR},\qquad w=\frac{\psi_a^2}{\psi_{a_0}^2}.$$

The second form multiplies and divides by $\psi_{a_0}^2$. It allows configurations $R_1,\dots,R_N$ drawn from $\psi_{a_0}^2$ to serve for other values of $a$:

$$E_w(a)=\sum_iW_iE_L(R_i;a),\qquad W_i=\frac{w_i}{\sum_jw_j}.$$

At fixed $a$, $E_w$ tends to $E(a)$ as $N\to\infty$, provided the averages exist. An optimizer does the opposite: it holds $N$ fixed and moves $a$.

At finite $N$, the positive weights guarantee that $E_w$ is no lower than the smallest local energy in the sample. That protects nothing if the local energy at a fixed point can itself be driven down by changing $a$.

## A model with a known answer

Let there be $d$ Cartesian coordinates $x_k$ in an isotropic trap, for equal-mass particles without interaction, either distinguishable or bosons. Energies are in $\hbar\omega$ and lengths in $\sqrt{\hbar/m\omega}$, so that

$$H=\sum_{k=1}^d\left(-\tfrac12\partial_k^2+\tfrac12x_k^2\right),\qquad \psi_a=e^{-as/2},\qquad s=\sum_kx_k^2,\quad a>0.$$

Every such $\psi_a$ is normalizable. Its first derivative is $\partial_k\psi_a=-ax_k\psi_a$, and its second is $\partial_k^2\psi_a=(a^2x_k^2-a)\psi_a$. Summing over $k$ and multiplying by $-\tfrac12$ gives the kinetic part $ad/2-a^2s/2$. Adding the potential $s/2$,

$$E_L=\frac{ad}{2}+\frac{(1-a^2)s}{2}.$$

At $a=1$ the dependence on $s$ disappears and $E_L=d/2$ everywhere: this is the ground state, with $E_0=d/2$.

For other $a$, $\psi_a^2\propto e^{-as}$ makes each coordinate Gaussian with variance $1/(2a)$. Hence $\langle s\rangle=d/(2a)$, and

$$E(a)=\frac{ad}{2}+\frac{(1-a^2)d}{4a}=\frac d4\left(a+\frac1a\right),\qquad E(a)-\frac d2=\frac{d(a-1)^2}{4a}\ge0.$$

The exact energy obeys the bound and rises for large $a$.

On the sample, the weights are $w_i=e^{-(a-a_0)s_i}$. Let $m=\sum_iW_is_i$ be the weighted mean of $s$. Then

$$E_w=\frac{ad}{2}+\frac{(1-a^2)m}{2}.$$

The exact and sampled energies differ only in that $m$ replaces $d/(2a)$.

## Where the bound is lost

The exact kinetic energy is positive because of an integration by parts:

$$\int\psi_a\left(-\tfrac12\nabla^2\psi_a\right)dR=\tfrac12\int|\nabla\psi_a|^2dR.$$

The boundary term vanishes for these Gaussians. Divided by the norm, the identity reads $\langle ad/2-a^2s/2\rangle=\langle a^2s/2\rangle$, and both sides equal $ad/4$.

On the sample, the left side becomes $ad/2-a^2m/2$ and the right side $a^2m/2$. They agree only if $m=d/(2a)$. As $a$ grows, the exact distribution shrinks toward the origin and $d/(2a)$ tends to zero. The sample cannot follow: $m$ is never smaller than $s_1$, the smallest $s$ that was drawn. The negative term $-a^2m/2$ is then no longer compensated, because the region near the origin, where the local kinetic energy is large and positive, contains no configurations.

This gives a bound in the wrong direction. For $a>1$ the coefficient of $m$ in $E_w$ is negative, so replacing $m$ by the smaller $s_1$ can only raise the expression:

$$E_w(a)\le\frac{ad}{2}-\frac{(a^2-1)s_1}{2}\quad(a>1).$$

Since $s_1>0$ with probability one, the right side goes to $-\infty$ as $a\to\infty$. It is below $d/2$ when

$$(a-1)d<(a-1)(a+1)s_1.$$

Dividing by the positive factor $a-1$ shows that the sampled energy is certainly below the ground-state energy for

$$a>\max\left(1,\frac d{s_1}-1\right).$$

A larger sample typically has a smaller $s_1$. Once $d/s_1-1$ exceeds one, this moves the threshold outward, but never removes it. The limits do not commute: $N\to\infty$ at fixed $a$ gives the exact energy, while $a\to\infty$ at fixed $N$ gives $-\infty$.

## The collapse of the weights

Order the sample by increasing $s$, and let $\Delta=s_2-s_1>0$. For $a>a_0$, every other configuration satisfies

$$\frac{w_i}{w_1}=e^{-(a-a_0)(s_i-s_1)}\le e^{-(a-a_0)\Delta}.$$

There are $N-1$ of them, so

$$W_1=\frac1{1+\sum_{i\ge2}w_i/w_1}\ge\frac1{1+(N-1)e^{-(a-a_0)\Delta}}.$$

The right side tends to one. The configuration nearest the origin takes all the weight, and $E_w$ becomes the local energy at that one point.

A convenient measure of the process is the effective sample size $N_{\rm eff}=1/\sum_iW_i^2$. It equals $N$ for equal weights and $1$ for complete collapse. For 10 particles, $d=30$, with $a_0=0.7$ and $N=1000$, one sample gives:

| $a$ | $E(a)$ | $E_w(a)$ | $N_{\rm eff}$ | largest $W_i$ |
|---:|---:|---:|---:|---:|
| 0.7 | 15.96 | 15.85 | 1000 | 0.001 |
| 1.0 | 15.00 | 15.00 | 232 | 0.032 |
| 1.5 | 16.25 | 17.19 | 3.80 | 0.501 |
| 2.0 | 18.75 | 20.52 | 1.26 | 0.888 |
| 4.0 | 31.88 | 15.43 | 1.00 | 0.999 |
| 6.0 | 46.25 | −13.97 | 1.00 | 1.000 |

Here $s_1=5.9412$, so the threshold is $30/5.9412-1=4.05$. At $a=6$ the single-configuration value is

$$6\times15-\frac{35\times5.9412}{2}=90-103.97=-13.97,$$

which is the sampled energy to the digits shown.

Collapse and violation of the bound are separate events. One weight reaches $0.99$ at $a=2.89$, where $E_w=21.4$ is still above $E_0$. The energy of one configuration is a downward parabola in $a$, with its top at $a=d/(2s_1)=2.52$. The sampled energy has its maximum nearby, at $a=2.58$ and height $21.7$. This barrier separates the useful minimum near $a=1$ from the runaway region. Small downhill steps from $a=0.7$ stop at the useful minimum; a step that crosses the barrier need not return.

This sample is somewhat unusual: the probability of a smallest $s$ this low is $0.030$. With the median $s_1=7.97$ for $N=1000$, the certain violation would begin at $a=2.76$. For $N=10^6$ and $10^9$, the corresponding thresholds are $5.98$ and $10.95$. For $d=30$, going from $N=10^3$ to $10^9$ thus moves the threshold by only about a factor of four.

## Why the barrier can disappear

The slope of $E_w$ shows whether the useful minimum survives. From $dw_i/da=-s_iw_i$ and the quotient rule,

$$\frac{dW_i}{da}=-s_iW_i+W_i\sum_js_jW_j=-(s_i-m)W_i.$$

Therefore

$$\frac{dm}{da}=-\sum_iW_is_i(s_i-m)=-V,\qquad V=\sum_iW_i(s_i-m)^2.$$

The last equality uses $\sum_iW_i(s_i-m)=0$. Differentiating $E_w$ now gives

$$\frac{dE_w}{da}=\frac d2-am-\frac{(1-a^2)V}{2}.$$

At $a=1$ the slope is $d/2-m$, while the energy is $d/2$ for every sample. Unless $m$ happens to equal $d/2$, the curve crosses $E_0$ with nonzero slope and lies below it on one side. Even a useful minimum can therefore be slightly too low: in the $d=30$ sample it is at $a=0.986$, with $E_w=14.998$.

If every sampled $s$ exceeds $d/2$, then $m>d/2$ and the slope at $a=1$ is negative. Moreover $d/s_1-1<1$, so by the bound derived above $E_w$ stays below $E_0$ for every $a>1$, and no barrier can rise above the ground-state energy. For $a_0<1$, where the sample sits at larger $s$ than the exact state requires, this happens readily in high dimension. At $a_0$, the mean of $s$ is $d/(2a_0)$. Its variance is $d/(2a_0^2)$, because each $x_k^2$ contributes $2/(2a_0)^2$. The distance from the sampled mean to the required mean $d/2$ grows as $d$, but the width grows only as $\sqrt d$.

For 100 particles, $d=300$, the smallest sampled value is $s_1=167.8$, above $d/2=150$:

| $a$ | $E(a)$ | $E_w(a)$ | $N_{\rm eff}$ | largest $W_i$ |
|---:|---:|---:|---:|---:|
| 0.7 | 159.6 | 160.0 | 1000 | 0.001 |
| 0.9 | 150.8 | 151.8 | 19.4 | 0.130 |
| 1.0 | 150.0 | 150.0 | 7.46 | 0.241 |
| 1.5 | 162.5 | 119.9 | 2.29 | 0.483 |
| 2.0 | 187.5 | 48.1 | 2.04 | 0.524 |

The slope at $a=1$ is $-22.0$, and a search on a fine grid from $a=0.7$ to $4$ finds no stationary point. Because $d/s_1-1<1$, the sampled energy lies below $E_0$ for every $a>1$.

Complete collapse is not needed for this failure. The two smallest values of $s$ differ by only $0.093$, so two configurations share most of the weight at $a=2$. A single one reaches $99\%$ only at $a=50.2$, where $E_w$ is about $-2.0\times10^5$.

Neither outcome rests on one sample alone. Among 200 independent samples for each size, a minimum within $0.1$ of $a=1$ survives in $98.5\%$ for $d=30$ and in $3\%$ for $d=300$. At $a=2$ the energy is below $E_0$ in $12.5\%$ and $100\%$ of them.

## How far a sample can be carried

In the large-sample limit, $N_{\rm eff}/N$ becomes $\langle w\rangle^2/\langle w^2\rangle$, with averages over $\psi_{a_0}^2$. Gaussian integration over each coordinate gives

$$\langle w\rangle=\left(\frac{a_0}{a}\right)^{d/2},\qquad
\langle w^2\rangle=\left(\frac{a_0}{2a-a_0}\right)^{d/2}\quad(2a>a_0).$$

The second exponent is $a_0+2(a-a_0)=2a-a_0$, which must be positive. Since $a_0(2a-a_0)=a^2-(a-a_0)^2$,

$$\frac{N_{\rm eff}}N\to\left[\frac{a_0(2a-a_0)}{a^2}\right]^{d/2}
=\left[1-\left(\frac{a-a_0}{a}\right)^2\right]^{d/2}.$$

At $a=1$ this is $0.243$ for $d=30$, or 243 effective configurations out of 1000; the sample gave 232. For $d=300$ it is $7.2\times10^{-7}$. A sample of 1000 is then far outside the large-sample regime, and its own value of $7.46$ is misleadingly favorable. The sample cannot report the important configurations that it lacks.

For a small relative change $q=(a-a_0)/a$, the fraction is approximately $e^{-dq^2/2}$. The safe change thus shrinks as $1/\sqrt d$. In this model the remedy is to move $a$ by a limited amount, draw a new sample at the new value, and continue. Each fresh sample restores equal weights, and repeated steps gradually fill the region that the first sample missed.

Changing the form of the kinetic energy is not a full remedy. The gradient form gives the sampled energy $(a^2+1)m/2$, which is positive. At $a=6.074$ for $d=30$ it is $112.6$, against $-15.5$ from the local energy and an exact value of $46.8$. It removes the fall to $-\infty$, but not the sampling error. At $a=1$ it equals $m$, which is $15-0.227=14.77$ in this sample, again below $E_0$. It also fluctuates from point to point in the exact state, where the local energy does not.

## What the variance does, and does not, guarantee

The deviation of a local energy from its weighted mean is $(1-a^2)(s_i-m)/2$. The reweighted variance is therefore

$$\sigma_w^2=\sum_iW_i(E_{L,i}-E_w)^2=\frac{(1-a^2)^2}{4}V.$$

As a sum of squares it cannot be negative, for any sample and any $a$. At $a=1$ it is zero, because the eigenvalue equation holds at every point separately. No integration by parts and no cancellation between distant regions is needed. This is the essential difference from the energy, whose bound is a property of the whole integral.

A lower bound does not exclude a false minimum, however. A mean square is smallest about the mean, so replacing $m$ by $s_1$ gives an upper bound on $V$. With $W_i\le w_i/w_1$,

$$V\le\sum_{i\ge2}(s_i-s_1)^2e^{-(a-a_0)(s_i-s_1)}.$$

This decays exponentially, while the prefactor $(1-a^2)^2$ grows only as $a^4$. Hence $\sigma_w^2\to0$ as $a\to\infty$: a single configuration has no spread. For $d=30$ the variance is $3.5$ at $a=1.5$, but only $0.013$ at $a=6$ and $6.8\times10^{-21}$ at $a=28$, in units of $(\hbar\omega)^2$. The true zero at $a=1$ survives in every sample, so a maximum lies between it and the collapsed region, and small downhill steps from $a_0=0.7$ still end at the exact state in the two samples above. For $d=30$ the maximum is at $a=1.68$, and a downhill search that starts beyond it runs toward the collapsed region. For $d=300$ a downhill search from $a=2$ stops earlier, in a false minimum at $a=3.37$ with variance $0.10$, where two configurations with nearly equal $s$ share almost all the weight. The value approached as $a\to\infty$ is zero rather than $-\infty$, but it is just as spurious.

Equal weights remove both false outcomes. If $V_0$ is the ordinary variance of $s$ over the sample, then

$$\sigma_{\rm eq}^2=\frac{(1-a^2)^2}{4}V_0,\qquad
\frac{d\sigma_{\rm eq}^2}{da}=-a(1-a^2)V_0.$$

As long as two sampled values of $s$ differ, $V_0>0$. The function falls for $0<a<1$ and rises for $a>1$, so its only minimum is the exact state, whatever sample was drawn. At $a=28$, where the reweighted variance has all but vanished, the equal-weight variance is $4.4\times10^6$.

Equal weights are legitimate here because a constant local energy has zero variance under any weights. They do not rescue the energy. With $\bar s$ the plain sample mean, the equal-weight energy is $ad/2+(1-a^2)\bar s/2$, and its slope is $d/2-a\bar s$. This is a downward parabola with its maximum at $a=d/(2\bar s)$, close to $a_0$ because $\bar s\approx d/(2a_0)$. The two samples put it at $0.714$ and $0.696$. The energy needs the weights to represent $\psi_a^2$, and the weights collapse when $a$ is raised too far above $a_0$.

The guarantee for the equal-weight variance has limits too. Every eigenstate has a constant local energy, so zero variance does not by itself identify the ground state. If the family contains no eigenstate, the position of the minimum can depend on where the sample was drawn. A family flexible enough to equalize the local energy at all $N$ points can reach zero without being an eigenstate between them. The extreme case is $N=1$, where the variance is zero for every $a$.

The numerical check compares the main energy and weight formulas with finite differences, explicit integrals and direct sums over the samples.

## Calculated quantities

```
a0 = 0.7, N = 1000; a, N_eff, Wmax dimensionless
energy: hbar*omega, variance: (hbar*omega)^2, s: hbar/(m*omega)
--- d = 30, exact ground energy 15.0
smallest s 5.9412, gap to next 2.1959, d/2 = 15.0
probability of a smallest s this low or lower: 0.030
large-sample N_eff/N at a=1: 2.430e-01
surely below ground energy for a > 4.0495
    a   E_exact     E_rew    N_eff    Wmax    var_rew   var_equal
 0.70    15.964    15.854  1000.00  0.0010  1.881e+00  1.881e+00
 1.00    15.000    15.000   231.58  0.0325  3.155e-30  0.000e+00
 1.50    16.250    17.194     3.80  0.5008  3.513e+00  1.130e+01
 2.00    18.750    20.517     1.26  0.8882  3.129e+00  6.508e+01
 4.00    31.875    15.428     1.00  0.9992  2.205e-01  1.627e+03
 6.00    46.250   -13.971     1.00  1.0000  1.319e-02  8.857e+03
last a with E_rew above ground energy: 4.045
stationary points of E_rew for a in [0.7, 4]: 2
  minimum at a = 0.9857, E_rew = 14.9984
  maximum at a = 2.5793, E_rew = 21.7313
slope of E_rew at a=1: 0.2268 hbar*omega
one weight reaches 0.99 at a = 2.894, E_rew there 21.410
at a = 6.074: E_rew -15.520, one configuration alone -15.520
  exact 46.791, gradient form on sample 112.575
at a = 28.02: var_rew 6.5e-21, var_equal 4.4e+06
equal weights: variance minimal at a = 1.000000, energy maximal at a = 0.7144
--- d = 300, exact ground energy 150.0
smallest s 167.8452, gap to next 0.0927, d/2 = 150.0
probability of a smallest s this low or lower: 0.890
large-sample N_eff/N at a=1: 7.181e-07
surely below ground energy for a > 1.0000
    a   E_exact     E_rew    N_eff    Wmax    var_rew   var_equal
 0.70   159.643   159.988  1000.00  0.0010  1.977e+01  1.977e+01
 0.80   153.750   154.217   139.47  0.0306  6.526e+00  9.852e+00
 0.90   150.833   151.791    19.38  0.1304  6.853e-01  2.744e+00
 1.00   150.000   150.000     7.46  0.2414  8.078e-28  0.000e+00
 1.50   162.500   119.890     2.29  0.4829  5.104e-01  1.188e+02
 2.00   187.500    48.108     2.04  0.5238  3.132e-01  6.842e+02
E_rew is below ground energy for every scanned a > 1
stationary points of E_rew for a in [0.7, 4]: 0
slope of E_rew at a=1: -22.0400 hbar*omega
one weight reaches 0.99 at a = 50.249, E_rew there -204282.401
at a = 75.374: E_rew -465390.957, one configuration alone -465390.699
  exact 5654.022, gradient form on sample 476864.857
at a = 647.68: var_rew 3.3e-18, var_equal 1.3e+13
equal weights: variance minimal at a = 1.000000, energy maximal at a = 0.6956
--- 200 independent samples for each d; fractions with
    (i) a minimum within 0.1 of a=1, (ii) E_rew(a=2) below ground
d=30: (i) 0.985, (ii) 0.125
d=300: (i) 0.030, (ii) 1.000
d=30, N=1e+03: median smallest s 7.974, failure sure for a > 2.762
d=30, N=1e+06: median smallest s 4.297, failure sure for a > 5.981
d=30, N=1e+09: median smallest s 2.509, failure sure for a > 10.955
```
